# Diverging molecular dynamics trajectories: what rounding does and does not spoil

**The argument under review**

The argument concerns two molecular dynamics runs with the same starting positions and velocities, the same forces and the same time step. The runs differ in the order in which the atoms are listed. After 2 ps their atoms agree to about \(10^{-10}\) Å, but after 6 ps the typical distance between corresponding atoms is 1.75 Å. The argument continues:

> "Both runs claim to solve the same equations from the same start. They disagree, so at least one is wrong. Everything computed after about 5 ps must be discarded, or the runs repeated in higher precision until they agree."

The observation is sound. Whether the conclusion follows depends on three questions: what makes the runs separate, what higher precision would buy, and which results need the individual trajectory at all.

**What was run**

The nuclei are classical and move on one smooth potential surface \(U(x)\), where \(x\) collects all coordinates. The algebra uses atomic units with \(k_B=1\); numbers are in eV and Å, with times in fs or ps.

The example is a model fluid: \(N=32\) atoms of mass 20 u in a periodic cube of side 10 Å, with total energy 0.25 eV per atom and zero total momentum. The pair energy is

\[
u(r)=A\left(1-\frac{r^2}{r_c^2}\right)^4\quad (r<r_c),\qquad u(r)=0\quad (r\ge r_c),
\]

with \(A=2\) eV and \(r_c=4\) Å. Energy and force go smoothly to zero at \(r_c\), so a cutoff jump cannot be blamed for what follows. Four starting states were used, each run in two atom orders.

The propagator is velocity Verlet. With force \(F=-\nabla U\), mass \(m\) and step \(\Delta t=4\) fs,

\[
v_{1/2}=v+\frac{\Delta t}{2m}F(x),\quad x'=x+\Delta t\,v_{1/2},\quad v'=v_{1/2}+\frac{\Delta t}{2m}F(x').
\]

In exact arithmetic, relabelling atoms changes nothing. In floating-point arithmetic the force on an atom is a sum whose result depends on the order of its terms. In double precision, for example, \((1+2^{-53})+2^{-53}\) gives 1, while \(1+(2^{-53}+2^{-53})\) gives \(1+2^{-52}\). Neither order is the privileged one.

**Why the difference grows**

Let \(\delta x\) be the difference between the runs. While it is small, the force can be expanded to first order:

\[
F(x+\delta x)=F(x)-H(x)\,\delta x+O(\delta x^2),\qquad H_{ab}=\frac{\partial^2U}{\partial x_a\partial x_b}.
\]

Subtracting the equations of motion of the two runs removes \(F(x)\) and leaves

\[
m\,\frac{d^2\delta x}{dt^2}=-H(x(t))\,\delta x .
\]

Rounding supplies the initial \(\delta x\), and keeps adding to it, but this equation decides its fate. Suppose first that \(H\) is constant, and take a component of \(\delta x\) along an eigenvector with eigenvalue \(h\). If \(h>0\) it oscillates with frequency \(\sqrt{h/m}\). If \(h=0\) it grows at most linearly in time. If \(h<0\) it contains, except for special starting values, a part growing as \(\exp(t\sqrt{-h/m})\).

In a fluid \(H\) changes along the path and its eigenvectors turn, so no single eigenvalue gives the growth. One defines instead the largest Lyapunov exponent

\[
\lambda=\lim_{t\to\infty}\frac1t\ln\frac{|\delta x(t)|}{|\delta x(0)|},
\]

where \(\delta x\) obeys the linear equation and starts in a general direction. The motion is called chaotic here if \(\lambda>0\). Measure the separation by the root-mean-square distance per atom,

\[
\delta=\left(\frac1N\sum_{i=1}^{N}|\Delta\mathbf r_i|^2\right)^{1/2}.
\]

Then, apart from fluctuations of the growth rate, \(\delta(t)\approx\delta_0e^{\lambda t}\), as long as \(\delta\) is small compared with the distance over which \(H\) changes.

Solving the linearized Verlet equations along the computed paths gives \(\lambda=6.21\pm0.04\) per ps, or \(1.50\times10^{-4}\) in atomic units. The observed separations of the two atom orders can be set beside this. Between 2 and 4 ps they grow from \(1.38\times10^{-10}\) to \(2.68\times10^{-5}\) Å, a rate of

\[
\frac{1}{2\ \text{ps}}\ln\frac{2.68\times10^{-5}}{1.38\times10^{-10}}=\frac{12.2}{2\ \text{ps}}=6.1\ \text{per ps}.
\]

A sharper test takes the actual difference vector of one pair of runs when it is near \(10^{-10}\) Å and carries it forward with the linear equations. After 1.96 ps it has grown by a factor \(9.9\times10^4\), and the predicted vector differs from the actual one by \(3.5\times10^{-5}\) of its length. The separation is therefore what correct equations of motion do to a tiny difference. No separate fault is needed to explain it.

**A control in which rounding does no harm**

If rounding alone were to blame, it should spoil any system. Replace the fluid by a harmonic crystal of the same atoms, with the constant \(H\) of the perfect lattice. This \(H\) has no negative eigenvalue, within numerical accuracy.

The propagator must also be stable. For one mode of frequency \(\omega\), set \(a=\omega^2\Delta t^2/2\) and insert \(F=-m\omega^2x\) into the Verlet formulas. The first two give

\[
x'=(1-a)x+\Delta t\,v.
\]

The last gives \(v'=v-\tfrac12\omega^2\Delta t\,(x+x')\), and inserting \(x'\) yields

\[
v'=(1-a)v-\omega^2\Delta t\left(1-\frac a2\right)x .
\]

Now form \(v'^2+\omega^2(1-a/2)x'^2\). The cross terms in \(xv\) cancel. The coefficient of \(v^2\) is

\[
(1-a)^2+\omega^2\Delta t^2\left(1-\frac a2\right)=1-2a+a^2+2a-a^2=1,
\]

because \(\omega^2\Delta t^2=2a\). The coefficient of \(x^2\) is \(\omega^2(1-a/2)\) times the same sum. Hence

\[
I=\frac m2v^2+\frac m2\omega^2x^2\left(1-\frac{\omega^2\Delta t^2}{4}\right)
\]

is conserved by the Verlet steps in exact arithmetic. For \(0<\omega\Delta t<2\) both terms are positive, so \(x\) and \(v\) stay bounded. The crystal meets this condition easily: its largest \(\omega\Delta t\) is 0.11. Modes with \(\omega=0\), such as uniform translations of the crystal, keep a constant \(v\), and their \(x\) grows at most linearly. The difference of two harmonic solutions is itself a solution, so it behaves in the same way; fresh rounding errors add up but are not amplified exponentially.

Two atom orders of the harmonic crystal, run for 16 ps, never separate by more than \(7.7\times10^{-14}\) Å. In the fluid the same kind of rounding leads to separations of many Å. The cause of the divergence is rounding together with unstable motion.

**What higher precision would buy**

Let \(\Delta\) be the separation at which the runs are declared different. From \(\delta_0e^{\lambda t^*}=\Delta\),

\[
t^*=\frac1\lambda\ln\frac{\Delta}{\delta_0}.
\]

Reducing \(\delta_0\) by a factor of ten adds \(\ln(10)/\lambda\) to this time, here \(2.303/6.206=0.371\) ps. Starts displaced deliberately by \(10^{-5}\) and \(10^{-12}\) Å show a gain of 0.374 ps per digit. At this rate, postponing the divergence by 1 ns would take about \(1000/0.371\approx2700\) further decimal digits. The remedy proposed in the argument is not practical for long runs.

For \(\Delta=0.01\) Å the two atom orders separate after 4.97 ps on average, with 4.84 and 5.13 ps as the extremes of the four states. The formula gives 5.44 ps if \(\delta_0\) is taken from the positions after 40 fs, where the geometric mean is \(2.3\times10^{-17}\) Å. That value is a poor measure of the seed. It lies below the spacing of double-precision numbers of the size of most coordinates, and a pair whose positions still agreed exactly would have entered the mean as \(10^{-20}\) Å. Working backwards from the observed time gives an effective seed

\[
\delta_0=0.01\ \text{Å}\times e^{-6.206\times4.97}\approx4\times10^{-16}\ \text{Å},
\]

which is of the order of that spacing. Since \(\delta_0\) enters through a logarithm, the factor of nearly 20 between the two seeds shifts \(t^*\) by about 0.5 ps.

The divergence time of about 5 ps thus describes this fluid and this precision. It is not a universal time: for a given seed and threshold it is inversely proportional to \(\lambda\).

After about 6 ps exponential growth has ended, yet the separation still rises, to 6.8, 11.0 and 14.2 Å at 8, 12 and 16 ps. These distances exceed half the box side because atoms are followed across the periodic boundaries. If corresponding atoms now diffuse independently, each with \(\langle|\Delta\mathbf r|^2\rangle=6Dt\), the mean square of their distance grows by \(12D\) per unit time. The squares 46, 121 and 202 Å\(^2\) do rise nearly linearly, by 75 and 81 Å\(^2\) in successive intervals of 4 ps. This supports independent diffusion, with \(D\) of roughly 1.6 to 1.7 Å\(^2\) per ps. The estimate is rough, since the distances are geometric means over only four states.

**The time step is a larger seed than rounding**

The demand for pointwise agreement would condemn the time step long before the arithmetic. Runs with steps of 4 and 2 fs differ by 0.01 Å after only 0.67 ps. The corresponding effective seed is \(0.01\,e^{-6.206\times0.67}\approx1.6\times10^{-4}\) Å, more than eleven orders of magnitude above that of rounding. For a second-order method halving the step reduces the seed about fourfold, which should delay the divergence by only \(\ln(4)/\lambda=0.22\) ps.

A useful criterion for the step is the energy. For the oscillator, the energy \(E_{\rm osc}=\tfrac m2v^2+\tfrac m2\omega^2x^2\) follows from the invariant:

\[
E_{\rm osc}=I+\frac{\omega^2\Delta t^2}{4}\,\frac m2\omega^2x^2 .
\]

It fluctuates with \(x^2\), by an amount proportional to \(\Delta t^2\) at leading order, and does not drift. In the fluid the same scaling is found: over the first 1 ps the fluctuation is \(2.14\times10^{-5}\) eV per atom at 4 fs and \(5.39\times10^{-6}\) eV per atom at 2 fs, a ratio of 3.98.

In the later production runs the total energy departs from its nominal value by up to \(2.8\times10^{-4}\) eV per atom, more than this fluctuation. Most of that is an offset. The mean temperature of 742 K means a kinetic energy of \(\tfrac{93}{64}k_BT=0.0929\) eV per atom, since \(3N-3=93\) momentum components are free. Adding the mean potential energy of 0.1573 eV gives 0.2502 eV. The sign is that of an oscillator started at \(x=0\), where \(E_{\rm osc}=I\), and the fluid was started from a lattice on which the forces vanish. That this is the origin of the offset is a conjecture.

**Do the averages disagree?**

The argument passes from "the trajectories differ" to "the results differ". For an equilibrium average this step needs evidence. The average over a run of length \(T\) is

\[
\bar U=\frac1T\int_0^TU(t)\,dt .
\]

Let \(\sigma^2\) be the variance of \(U\) and \(c(s)\) its normalized autocorrelation function, so that the covariance of \(U(t)\) and \(U(t')\) is \(\sigma^2c(|t-t'|)\). Then

\[
\operatorname{var}\bar U=\frac{\sigma^2}{T^2}\int_0^T\!\!\int_0^Tc(|t-t'|)\,dt\,dt'
=\frac{2\sigma^2}{T}\int_0^T\left(1-\frac sT\right)c(s)\,ds .
\]

The second form follows because a lag \(s\) occurs over a length \(T-s\), once for each sign of \(t-t'\). If \(c\) has decayed long before \(T\), the term \(s/T\) is negligible, and

\[
\text{standard error}=\sigma\sqrt{\frac{2\tau}{T}},\qquad \tau=\int_0^\infty c(s)\,ds .
\]

Estimated from these same runs, \(\sigma=0.00937\) eV per atom and \(\tau=0.0318\) ps, the latter uncertain by roughly ten percent. For averages over 2 ps the formula gives 0.00167 eV per atom; their observed scatter is 0.00170. Each atom order has four runs of 20 ps, together 80 ps, so its expected error is

\[
0.00937\ \text{eV}\times\sqrt{\frac{2\times0.0318}{80}}=0.00026\ \text{eV per atom}.
\]

These runs were begun after the pairs had separated fully. The mean potential energies are \(0.15747\pm0.00022\) and \(0.15717\pm0.00026\) eV per atom. They differ by 0.00030 eV, with a combined error of 0.00034 eV. This is the agreement expected of two independent correct samples.

Two runs could still share an error, so a reference without trajectories is needed. If the dynamics samples the shell of energy \(E\) and zero total momentum uniformly, the weight of a configuration is the volume of momenta open to it. With \(f=3N-3\) free momentum components, scaled so that the kinetic energy is \(q^2/2\), where \(q\) is the length of the scaled momentum vector,

\[
W(x)\propto\int_0^\infty q^{f-1}\,\delta_{\rm D}\!\left(E-U-\frac{q^2}{2}\right)dq .
\]

Here \(\delta_{\rm D}\) is the Dirac delta function. Put \(\varepsilon=q^2/2\), so \(q\,dq=d\varepsilon\) and \(q^{f-1}dq=(2\varepsilon)^{f/2-1}d\varepsilon\). The delta function sets \(\varepsilon=E-U\):

\[
W(x)\propto(E-U)^{f/2-1}=(E-U)^{45.5}\qquad(U<E).
\]

Monte Carlo sampling with this weight has no time step and no Lyapunov growth. It gives \(0.15741\pm0.00025\) eV per atom, against \(0.15732\pm0.00017\) for both atom orders together. The difference of 0.00009 eV is well inside the combined error of 0.00030 eV.

**Why short-time correlation functions survive**

A correlation function involves motion, so it might seem more exposed. Consider the velocity autocorrelation

\[
C(t)=\frac{\langle\mathbf v(0)\cdot\mathbf v(t)\rangle}{\langle v^2\rangle},
\]

averaged over atoms and over starting times along the run. Each starting time uses a piece of trajectory of length \(t\), beginning at the state the run has actually reached. It does not matter that another run is elsewhere at that moment. It is sufficient, though not necessary, that the piece is accurate over the lag \(t\) and that the starting states are properly distributed.

For \(t=0.4\) ps the long-time growth rate gives an amplification of \(e^{6.206\times0.4}\approx12\). A fresh error need not follow this rate at first, but with a factor of this order rounding errors made within the piece remain negligible. The time-step error is larger, but runs at 4 and 2 fs reach a separation of 0.01 Å only after 0.67 ps on average, later than this lag. The distribution of starting states was tested by an independent route: 256 short runs from Monte Carlo configurations, with random velocities of the right total kinetic energy.

| lag (fs) | order 1 | order 2 | short runs |
|---|---|---|---|
| 40 | 0.753 | 0.755 | 0.752 |
| 100 | 0.049 | 0.056 | 0.053 |
| 200 | −0.025 | −0.024 | −0.027 |
| 300 | 0.058 | 0.056 | 0.063 |
| 400 | −0.028 | −0.029 | −0.018 |

Over all lags examined, the largest gap between the atom orders is 0.007, where the largest standard error of their difference is 0.010. The largest gap between their mean and the short runs is 0.011, with an error estimate of 0.009. The small positive value at 300 fs appears in all three columns, so it belongs to this model and not to one atom order. It is not removed by a larger box: with 108 atoms at the same density and energy per atom it stays near 0.05. Other values do depend on the box: there \(C\) is about 0.07 at 100 fs and about −0.01 at 400 fs, and the mean potential energy is about 0.156 eV per atom. The numbers given here therefore describe the 32-atom cell.

At equal times, meanwhile, the normalized overlap of the velocities in the two orders is \(-0.003\), zero for practical purposes. The runs have no common trajectory left, yet over the lags examined their \(C(t)\) agree within the statistical error. Statistical noise also limits what can be read from \(C(t)\): at 400 fs \(|C|\) is only about three times the largest error estimates quoted above, or less.

**When disagreement should cause concern**

The defence of diverging runs has conditions. The averages must be taken over times much longer than \(\tau\), and the system must visit the relevant configurations. If a run contains one rare event, or none, two correct runs may give very different averages, and the error formula applied to a short stretch will not reveal it. The time at which a particular atom makes a particular jump is likewise not reproducible beyond \(t^*\); its distribution over many starts is the quantity to compare.

Agreement has limits as well. Both atom orders share the potential and the time step, and would share any bias these cause. An energy offset common to both orders, for example, would not show up when they are compared with each other.

The Lyapunov estimate can also expose a fault. Had two runs said to differ only in rounding reached 0.01 Å after 0.67 ps, their effective seed would have been about \(10^{-4}\) Å. Rounding in double precision does not explain that, and one should look for a different time step, input or force accuracy. Energy drift, or averages that differ by many standard errors, call for the same search.

**Recommendation**

The inference from separation to error should be withdrawn. The claim the data support is narrower: beyond about 5 ps the two atom orders no longer agree to within 0.01 Å on where the atoms of this fluid will be. Since a change of step from 4 to 2 fs already moves the atoms by 0.01 Å after 0.67 ps, neither run should be expected to follow the exact motion to that accuracy for much longer than this. To judge the computed results, the comparison of positions should be replaced by the energy record, averages with their standard errors, and correlation functions at the lags actually used. Most of the values behind this comment are listed in the numerical output below.

## Computed results

```
atoms 32; box side 10.0 angstrom; mass 20.0 u
pair height 2.0 eV; pair range 4.0 angstrom
total energy 0.250 eV/atom; time step 4.0 fs
starting states 4; mean temperature 742 K
rounding separation after 40 fs: 2.25e-17 angstrom
separation (geometric mean) at 2 ps: 1.38e-10 angstrom
separation (geometric mean) at 4 ps: 2.68e-05 angstrom
separation (geometric mean) at 6 ps: 1.75e+00 angstrom
separation (geometric mean) at 8 ps: 6.80e+00 angstrom
separation (geometric mean) at 12 ps: 1.10e+01 angstrom
separation (geometric mean) at 16 ps: 1.42e+01 angstrom
Lyapunov exponent: 6.206 +- 0.039 per ps
Lyapunov exponent: 1.501e-04 atomic units
separation level called diverged: 0.01 angstrom
time to that level, rounding, observed: 4.97 ps
  earliest and latest state: 4.84, 5.13 ps
time to that level, logarithmic estimate: 5.44 ps
chosen seeds: 1e-05 and 1e-12 angstrom
time gained per decimal digit, observed: 0.374 ps
time gained per decimal digit, ln(10)/lambda: 0.371 ps
tangent test: growth factor 9.93e+04 in 1.96 ps
tangent test: relative vector error 3.5e-05
harmonic control, largest separation in 16.0 ps: 7.7e-14 angstrom
energy fluctuation in first 1 ps, step 4 fs: 2.14e-05 eV/atom
the same, step 2 fs: 5.39e-06 eV/atom
ratio of energy fluctuations: 3.98
time to diverge, step 4 against 2 fs: 0.67 ps
production length per run: 20 ps
largest energy deviation in production: 2.8e-04 eV/atom
equal-time velocity overlap of the two orders: -0.0030
potential energy, order 1: 0.15747 +- 0.00022 eV/atom
potential energy, order 2: 0.15717 +- 0.00026 eV/atom
potential energy, both orders: 0.15732 +- 0.00017 eV/atom
potential energy, Monte Carlo: 0.15741 +- 0.00025 eV/atom
potential energy fluctuation sigma: 0.00937 eV/atom
its correlation time tau: 0.0318 ps
scatter of 2 ps averages, observed: 0.00170 eV/atom
scatter from sigma*sqrt(2 tau/T): 0.00167 eV/atom
velocity autocorrelation: lag, order 1, order 2, short-run reference
  0 fs: 1.0000 1.0000 1.0000
  40 fs: 0.7529 0.7553 0.7520
  100 fs: 0.0492 0.0558 0.0532
  200 fs: -0.0248 -0.0242 -0.0271
  300 fs: 0.0579 0.0557 0.0628
  400 fs: -0.0281 -0.0291 -0.0180
largest gap between orders: 0.0066 (error 0.0103)
largest gap to reference: 0.0106 (error 0.0091)
short runs in the reference: 256
```
